\section*{Charged-Supercell Pressure Is Not the Defect Relaxation Volume}

\section{What depends on the volume}

Suppose that the concentration of a charged defect in a strained semiconductor layer is to be predicted from supercell calculations. The hydrostatic part of the answer rests on a volume $v$: a pressure $P$ changes the formation energy by $Pv$, and an error of $10\,\text{\AA}^3$ in $v$ is an error of $0.06$ eV per GPa. The decision is whether $v$ may be read from the pressure of the charged cell. It may not, and a larger cell does not remove the error. A strain derivative of an electron level, taken from the perfect host, must be added.

Hartree atomic units are used in the formulas. Volumes are given in $\text{\AA}^3$ and potentials in volts. The defect charge $q$ is in units of $e$, with $q=+1$ for an ion that has lost one electron. The strain is hydrostatic, $u=\ln(\Omega/\Omega_0)$, where $\Omega$ is the cell volume and $\Omega_0$ its equilibrium value in the host.

Near equilibrium the host energy is $B\Omega_0u^2/2$, with bulk modulus $B$. Let a dilute defect add the energy $E_{\rm def}(u)$. To leading order in defect concentration, the minimum of the sum obeys
\begin{equation}
B\Omega_0u+\frac{dE_{\rm def}}{du}=0,\qquad
v=\Omega_0u=-\frac1B\frac{dE_{\rm def}}{du}.
\label{eq:v}
\end{equation}
The excess pressure at $\Omega_0$ is $\Delta P=-dE_{\rm def}/d\Omega=-(1/\Omega_0)\,dE_{\rm def}/du$, so $v=\Omega_0\Delta P/B$. An energy term that depends on strain but not on cell size gives a pressure falling as $1/\Omega_0$ and a volume that does not fall at all.

For a charged cell, let $E_{\rm def}$ be replaced by $E_q-E_{\rm host}$, computed with a uniform neutralizing background and with the mean electrostatic potential set to zero. The volume obtained in this way is called $v_{\rm raw}$ below.

\section{A counter-example}

\subsection{The crystal}

Take a diamond lattice with the rough germanium values $a=0.566$ nm and $B=75$ GPa $=0.468\ \text{eV}/\text{\AA}^3$. The volume per atom is $\Omega_a=22.67\ \text{\AA}^3=153.0$ bohr$^3$. Each atom is a rigid, neutral pair of Gaussians: a core of charge $+4$ and width $\sigma_c=1.0$ bohr, and an electron cloud of charge $-4$ and width $\sigma_e$. For a free Ge atom in nonrelativistic unrestricted Hartree--Fock theory (def2-TZVP basis), the outer four electrons have $\sum\langle r^2\rangle=30.21$ bohr$^2$. A Gaussian cloud has $\langle r^2\rangle=3\sigma_e^2$ per electron, so $\sigma_e=\sqrt{30.21/12}=1.587$ bohr. The moment is not converged in this basis. Uncontracting it and adding diffuse functions gives $30.8$ bohr$^2$ and $\sigma_e=1.60$ bohr. That would raise the mean potential found below by $0.2$ V and shift the image-corrected raw volume by $-0.14\ \text{\AA}^3$, while the final volume with a carrier moves by about $0.01\ \text{\AA}^3$. The value $1.587$ bohr is kept as the definition of the model. The elastic energy of the host is imposed through $B$; the Gaussians supply the electrostatics.

The defect is a Gaussian charge $q=+1$ of width $\sigma=0.5$ bohr at the tetrahedral interstitial site. All positions scale with the cell.

\subsection{The mean potential}

Let $\phi_1$ be the potential of one atom with charge density $\rho_1$, so that $\nabla^2\phi_1=-4\pi\rho_1$. The atom is neutral and spherical, hence $\phi_1$ dies off fast and surface terms vanish when we integrate by parts twice:
\begin{equation}
-4\pi\int\rho_1r^2\,d^3r=\int r^2\nabla^2\phi_1\,d^3r
=\int\phi_1\nabla^2r^2\,d^3r=6\int\phi_1\,d^3r .
\end{equation}
In the crystal the atomic potentials add, and there is one atom per $\Omega_a$. Relative to vacuum the mean potential is therefore
\begin{equation}
\bar\phi=\frac1{\Omega_a}\int\phi_1\,d^3r
=-\frac{2\pi}{3\Omega_a}\int\rho_1r^2\,d^3r
=\frac{2\pi}{\Omega_a}\,4(\sigma_e^2-\sigma_c^2).
\label{eq:mean}
\end{equation}
The last form uses $\int\rho_1r^2d^3r=4\,(3\sigma_c^2-3\sigma_e^2)$. The numbers give $2\pi\times4\times1.518/153.0=0.249$ hartree per unit charge, or $6.79$ V. A direct average of the summed atomic potentials gives the same value. Because the atoms are rigid, $\bar\phi\propto1/\Omega_a\propto e^{-u}$, and
\begin{equation}
\frac{d\bar\phi}{du}=-\bar\phi .
\label{eq:dmean}
\end{equation}

\subsection{The energy of the charged cell}

The periodic energy is half the integral of the total density times its own zero-mean potential. Its cross term between host and defect is $q(\phi_s-\bar\phi)$, where $\phi_s$ is the vacuum-referenced host potential averaged over the defect's Gaussian, and $-\bar\phi$ appears because the mean has been removed.

The remaining term is the defect with its own images. Two Gaussians of width $\sigma$ at distance $r$ interact as
\begin{equation}
\frac{\operatorname{erf}(r/2\sigma)}r=\frac1r-s(r),\qquad
s(r)=\frac{\operatorname{erfc}(r/2\sigma)}r .
\end{equation}
For point charges on a simple cubic lattice of period $L$, the zero-mean potential near a charge is $1/r-\alpha/L$ as $r\to0$, with $\alpha=2.8373$. To pass to Gaussians, subtract $s$ around each lattice point and restore the zero mean by adding
\begin{equation}
\frac1\Omega\int s\,d^3r=\frac{4\pi}{\Omega}(2\sigma)^2\int_0^\infty t\operatorname{erfc}t\,dt
=\frac{4\pi\sigma^2}{\Omega},
\end{equation}
since the last integral is $1/4$. At $r=0$ one has $1/r-s\to1/(\sqrt\pi\sigma)$, and for $\sigma\ll L$ the $s$ terms of the other lattice points are negligible. Half of $q^2$ times the result is the energy, so
\begin{equation}
E_q-E_{\rm host}=q(\phi_s-\bar\phi)+\frac{q^2}{2\sqrt\pi\,\sigma}
+\frac{q^2}{2}\left(-\frac{\alpha}{L}+\frac{4\pi\sigma^2}{\Omega}\right).
\label{eq:cell}
\end{equation}
This was tested against reciprocal-space sums over the whole charge density for cells of 8, 64 and 216 host atoms with $q=+1$, and of 64 with $q=-1$. The largest difference was $6\times10^{-13}$ hartree.

Now differentiate. The self energy is constant. Since $L\propto e^{u/3}$ and $\Omega\propto e^u$, the last bracket has derivative $\alpha/3L-4\pi\sigma^2/\Omega$. With \eqref{eq:v} and \eqref{eq:dmean},
\begin{align}
v_{\rm raw}&=-\frac qB\frac{d\phi_s}{du}+\frac qB\frac{d\bar\phi}{du}+v_{\rm image}
=v_{\rm vac}-\frac{q\bar\phi}{B}+v_{\rm image},\label{eq:raw}\\
v_{\rm image}&=-\frac{q^2}{2B}\left(\frac{\alpha}{3L}-\frac{4\pi\sigma^2}{\Omega}\right).
\end{align}
Here $v_{\rm vac}=-(q/B)\,d\phi_s/du$ is the volume change when the electron is left in the vacuum outside the crystal.

\subsection{The numbers}

For $q=+1$ the charged cells give, in $\text{\AA}^3$:
\begin{center}
\begin{tabular}{rrrr}
host atoms & $v_{\rm raw}$ & $v_{\rm image}$ & difference\\
8 & $-12.21$ & $-2.50$ & $-9.71$\\
64 & $-10.99$ & $-1.28$ & $-9.71$\\
216 & $-10.57$ & $-0.85$ & $-9.71$
\end{tabular}
\end{center}
The pressure itself becomes small: in the largest cell its excess is $-0.162$ GPa. Multiplied by the cell volume, $216\times22.665=4896\ \text{\AA}^3$, and divided by 75 GPa, it returns $-10.57\ \text{\AA}^3$. The image part fades as $1/L$ at leading order, and what remains is converged with cell size.

The converged value is made of two parts. The mean potential contributes $-6.786/0.4681=-14.50\ \text{\AA}^3$, and $v_{\rm vac}=+4.78\ \text{\AA}^3$. With the electron in vacuum the crystal expands, while the charged cell reports a contraction.

The raw value also responds to something the defect hardly feels. Narrow the atomic cores from 1.0 to 0.7 bohr and hold all else fixed. The potential at the interstitial site barely changes, and $v_{\rm vac}$ moves by $0.05\ \text{\AA}^3$. But $\bar\phi$ rises to $9.07$ V, and $v_{\rm raw}$ moves by $-4.82\ \text{\AA}^3$. Two treatments of the core that agree where the defect sits thus give different raw volumes.

Finally, keep the electron inside the crystal. Let it occupy the lowest one-electron level $\varepsilon$ of the host potential, far from the ion. Minimizing the energy of a neutral crystal of 8000 atoms, with ion and electron both referred to vacuum, gives a volume change of $-7.69\ \text{\AA}^3$, or $-0.34$ atomic volumes. This is neither $v_{\rm raw}$ nor its image-corrected limit. The claim that the pressure alone gives the relaxation volume fails for both places where the electron was put.

\section{The correct statement}

Let $\varepsilon_{\rm ref}$ be the energy of adding one electron to the perfect host at a chosen level, in the same potential convention as $E_q$. For a dilute defect in a linearly elastic cubic crystal under hydrostatic strain, the volume change of the neutral system made of the defect and $q$ electrons at that level is
\begin{equation}
v=v_{\rm raw}-v_{\rm image}-\frac qB\frac{d\varepsilon_{\rm ref}}{du}.
\label{eq:main}
\end{equation}
For $q<0$, $|q|$ electrons are taken from the level instead.

\subsection{Proof}

Let the mean potential inside the real crystal, relative to any outside reference, be $\Phi(u)$. It may contain surface dipoles as well as the atomic part \eqref{eq:mean}, and its dependence on strain is left open. A calculation with zero mean omits $\Phi$. Restoring it raises the energy of the defect by $q\Phi$, since the added charge is $q$. It changes the energy of an electron, whose charge is $-1$, by $-\Phi$. With the images removed and the carriers far from the defect, the energy added to the neutral crystal is
\begin{align}
E_{\rm def}&=\bigl(E_q-E_{\rm host}-E_{\rm image}+q\Phi\bigr)
+q\bigl(\varepsilon_{\rm ref}-\Phi\bigr)\nonumber\\
&=E_q-E_{\rm host}-E_{\rm image}+q\,\varepsilon_{\rm ref}.
\label{eq:sum}
\end{align}
The unknown $\Phi$ cancels at every strain, and so does its derivative. Inserting \eqref{eq:sum} in \eqref{eq:v} gives \eqref{eq:main}.

The same algebra shows what goes wrong without the last term. Adding a strain-dependent constant $c(u)$ to the potential shifts $v_{\rm raw}$ by $-(q/B)\,dc/du$ and the level term by $+(q/B)\,dc/du$. The sum is a property of the crystal; either part alone depends on a convention. The image-corrected raw volume equals $v$ for $q\neq0$ when $d\varepsilon_{\rm ref}/du=0$ in the zero-mean convention, that is, when the reservoir level happens to follow the mean potential.

\subsection{The example again}

An electron has potential energy minus the potential, so removing the mean raises its level: $\varepsilon_{\rm zero}=\varepsilon_{\rm vac}+\bar\phi$. The plane-wave levels are $-9.795$ eV with the vacuum reference and $-3.010$ eV with zero mean, and they differ by the $6.79$ eV required. Enlarging the plane-wave set moved the level by 1 meV; it moves the zero-mean slope given next from $-0.948$ to $-0.953$ eV and the volume from $-7.69$ to $-7.68\ \text{\AA}^3$.

The slopes are $d\varepsilon/du=+5.84$ eV and $-0.95$ eV, again differing by $\bar\phi$. The two conventions give
\begin{align}
\text{zero mean:}\quad v&=-9.713+0.948/0.4681=-7.69\ \text{\AA}^3,\\
\text{vacuum:}\quad v&=+4.783-5.838/0.4681=-7.69\ \text{\AA}^3 .
\end{align}
Both agree with the direct minimization. The raw value lies within a few $\text{\AA}^3$ of the answer because the slope of this level is small in the zero-mean convention. That is a feature of the chosen level, not a protection: another reservoir level has another slope.

\subsection{A case that needs no reference}

Place a $+1$ and a $-1$ defect of this kind far apart at equivalent sites. The pair is neutral, so the level terms in \eqref{eq:main} cancel. In the 64-atom cell the raw volumes are $-10.99$ and $+8.44\ \text{\AA}^3$. Their sum, $-2.55\ \text{\AA}^3$, is twice the image part, $2\times(-1.28)$, and after that correction nothing is left. This is as it must be here, since in a rigid host the other strain-dependent terms are odd in $q$. In a host that polarizes and relaxes, terms even in $q$ survive and the pair has a volume of its own.

\section{Use and limits}

The extra work is small. Compute the chosen band edge of the perfect host at a few volumes around equilibrium, with the same potentials and the same zero of potential as the charged cell, and take the slope. The convention can be checked on a large host cell. For a conduction edge, add one electron: the energy change must approach $\varepsilon_{\rm ref}$. For a valence edge, remove one: the energy change must approach $-\varepsilon_{\rm ref}$. If a code treats the mean of the pseudopotential differently in total energies and in levels, this check fails and \eqref{eq:main} may not be used as it stands.

The choice of level is physical. Moving the reservoir from the valence edge to the conduction edge changes $v$ by $-(q/B)\,dE_g/du$, where $E_g$ is the gap. For a formation energy at a Fermi level held fixed relative to an edge, that edge is the reference. Indeed $du/dP=-1/B$, so the pressure derivative of \eqref{eq:sum} is $-(1/B)\,dE_{\rm def}/du=v$. Atoms exchanged with reservoirs add their own volumes.

In a polarizable crystal the leading image energy is $-\alpha q^2/(2\epsilon L)$, with relative permittivity $\epsilon$. Since $\epsilon$ also varies with strain,
\begin{equation}
v_{\rm image}\simeq-\frac{\alpha q^2}{2B\epsilon L}\left(\frac13+\frac{d\ln\epsilon}{du}\right).
\end{equation}
For $\epsilon=16$, a rough value for germanium, and with $\epsilon$ held fixed under strain, the image part of the 216-atom cell shrinks from $-0.85$ to $-0.05\ \text{\AA}^3$. This is not the full correction: the omitted term is larger than the one kept whenever $|d\ln\epsilon/du|>1/3$, so the strain dependence of $\epsilon$ must be known before the formula is used. The mean-potential term is a matter of reference and is not divided by $\epsilon$.

The lattice constant, modulus and permittivity above are typical of germanium, but the volumes are not predictions for a defect in it. The carrier level is not the germanium conduction edge: it is the lowest level of the host potential, which valence electrons would fill in a real crystal. Both the size and the sign of $v$ can change with the level chosen. The soft cores and the omitted inner electrons make the mean potential small. Superposed all-electron Hartree--Fock atoms, with $\sum\langle r^2\rangle=41.06$ bohr$^2$ and point nuclei, give $15.3$ V. The corresponding term for $q=+1$ is $-32.7\ \text{\AA}^3$, more than one atomic volume. With the basis uncontracted and extended by diffuse functions these three numbers become $41.65$ bohr$^2$, $15.5$ V and $-33.2\ \text{\AA}^3$. In the def2-TZVP basis, promoting the atom to its sp$^3$ configuration, a crude stand-in for bonding, changes this potential by $0.45$ V; in the larger basis the change is only $0.20$ V. Scalar relativity changes it by $-0.16$ V.

The frozen lattice is a further simplification. A Born estimate of electronic polarization uses the energy $-(1-1/\epsilon)/2R$, with $R\propto e^{u/3}$ equal to the nearest-neighbour distance. With $\epsilon$ held fixed under strain, its slope is $(1-1/\epsilon)/6R$. This gives $-2.0\ \text{\AA}^3$, about a quarter of the size of $v$; a strain-dependent $\epsilon$ would change the estimate. Relaxation of the four nearest neighbours, estimated with bond springs matched to $B$, gives $-0.6\ \text{\AA}^3$. The thermal scale $k_{\rm B}T/B$ at 300 K is $0.06\ \text{\AA}^3$. A layer held to the in-plane lattice constant of a thick substrate is under biaxial rather than hydrostatic strain. The scalar $v$ must then be replaced by a tensor, and $d\varepsilon_{\rm ref}/du$ by the derivative of the occupied band edge with respect to each strain component; the size of that change was not estimated here. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant (rough input): 0.566 nm
bulk modulus (rough input): 75.0 GPa
relative permittivity (rough input): 16.0 
volume per atom: 22.665 A^3
Ge atom UHF, sum of <r^2>, all electrons: 41.06 bohr^2
Ge atom UHF, sum of <r^2>, outer four: 30.21 bohr^2
model cloud width: 1.587 bohr
model core width: 1.0 bohr
narrow core width: 0.7 bohr
defect charge width: 0.5 bohr
cubic Madelung constant: 2.83730 
mean potential, formula: 6.7856 V
mean potential, direct average: 6.7856 V
largest charged-cell energy error: 6.3e-13 hartree
q=+1, 8 host atoms: raw volume: -12.208 A^3
q=+1, 8 host atoms: image part: -2.495 A^3
q=+1, 8 host atoms: raw minus image: -9.713 A^3
q=+1, 64 host atoms: raw volume: -10.989 A^3
q=+1, 64 host atoms: image part: -1.276 A^3
q=+1, 64 host atoms: raw minus image: -9.713 A^3
q=+1, 216 host atoms: raw volume: -10.567 A^3
q=+1, 216 host atoms: image part: -0.854 A^3
q=+1, 216 host atoms: raw minus image: -9.713 A^3
q=-1, 64 host atoms: raw volume: 8.437 A^3
excess pressure, q=+1, 216 host atoms: -0.1619 GPa
mean-potential part, q=+1: -14.496 A^3
vacuum-referenced volume, q=+1: 4.783 A^3
narrow core: mean potential: 9.066 V
narrow core: change of raw volume: -4.824 A^3
narrow core: change of vacuum-referenced volume: 0.047 A^3
carrier level, vacuum reference: -9.7951 eV
carrier level, zero-mean reference: -3.0095 eV
plane-wave basis error of level: 0.9816 meV
d(level)/du, vacuum reference: 5.838 eV
d(level)/du, zero-mean reference: -0.948 eV
carrier term, zero-mean reference: 2.025 A^3
carrier term, vacuum reference: -12.471 A^3
consistent volume, ion plus carrier: -7.688 A^3
same, in atomic volumes: -0.339 
same, by minimizing 8000-atom crystal: -7.688 A^3
all-electron Ge mean potential: 15.30 V
its volume term for q=+1: -32.68 A^3
image part, 216 atoms, divided by permittivity: -0.053 A^3
neglected: polarization (Born estimate): -1.96 A^3
neglected: neighbour relaxation (estimate): -0.56 A^3
neglected: sp3 promotion, mean potential: 0.45 V
neglected: scalar relativity, mean potential: -0.16 V
neglected: thermal scale kT/B at 300 K: 0.055 A^3
\end{verbatim}
